\section*{Orbital-Optimized MP2 from the Coupled-Cluster Doubles Lagrangian, part 1}

(Sections cited here and not found follow in the second part.)

\section{The Lagrangian and its amplitudes}

Spin orbitals are real and orthonormal. The labels $i,j,k,l$ denote orbitals occupied in the determinant $|0\rangle$, $a,b,c,d$ denote empty ones, and $p,q,r,s$ denote any. The letter of an orbital also stands for its annihilation operator, and $\langle X\rangle$ means $\langle 0|X|0\rangle$. With antisymmetrized integrals the Hamiltonian is
\begin{equation}
H=\sum_{pq}h_{pq}\,p^\dagger q+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\,p^\dagger q^\dagger s\,r .
\end{equation}
The orbitals need not be Hartree--Fock orbitals. Double excitations and de-excitations are collected in
\begin{equation}
T=\tfrac14\sum_{ijab}t_{ij}^{ab}\,a^\dagger b^\dagger j\,i,\qquad
\Lambda=\tfrac14\sum_{ijab}\lambda_{ij}^{ab}\,i^\dagger j^\dagger b\,a ,
\end{equation}
with $t$ and $\lambda$ real, independent of each other, and antisymmetric in $ij$ and in $ab$. The Lagrangian of orbital-optimized coupled-cluster doubles (CCD) is
\begin{equation}
L=\langle(1+\Lambda)\,e^{-T}He^{T}\rangle .
\label{eq:L}
\end{equation}
It is to be stationary in $\lambda$, in $t$ and in the orbitals. Stationarity in $\lambda$ says that $e^{-T}He^{T}|0\rangle$ has no doubly excited component, which is the CCD amplitude equation. The value of $L$ is then the CCD energy $\langle e^{-T}He^T\rangle$. Single excitations are absent because rotations between occupied and empty orbitals take their place.

\subsection*{(a) Separate $H$ into a constant, a one-body part and a remainder that has no mean-field part in $|0\rangle$.}

\textit{Solution.} Write $\{\dots\}$ for normal order with respect to $|0\rangle$, so that $\langle\{\dots\}\rangle=0$. By Wick's theorem, a product equals its normal-ordered form plus all contractions. The nonzero contraction of a creator standing to the left of an annihilator is $\langle p^\dagger q\rangle=n_p\delta_{pq}$, where $n_p=1$ for occupied and $0$ for empty orbitals. Hence $p^\dagger q=\{p^\dagger q\}+n_p\delta_{pq}$ and
\begin{align}
p^\dagger q^\dagger s\,r={}&\{p^\dagger q^\dagger s\,r\}
+n_p\delta_{pr}\{q^\dagger s\}-n_p\delta_{ps}\{q^\dagger r\}
+n_q\delta_{qs}\{p^\dagger r\}-n_q\delta_{qr}\{p^\dagger s\}\nonumber\\
&+n_pn_q(\delta_{pr}\delta_{qs}-\delta_{ps}\delta_{qr}).
\end{align}
A minus sign appears when one operator has to be passed to bring the contracted pair together. After multiplication by $\tfrac14\langle pq\|rs\rangle$ and summation, the four single contractions are equal, because the integral changes sign under $p\leftrightarrow q$ or $r\leftrightarrow s$. The two double contractions are equal for the same reason. Therefore
\begin{align}
H&=E_{\rm ref}+F+W,\qquad
E_{\rm ref}=\sum_i h_{ii}+\tfrac12\sum_{ij}\langle ij\|ij\rangle,\\
F&=\sum_{pq}f_{pq}\{p^\dagger q\},\qquad
f_{pq}=h_{pq}+\sum_k\langle pk\|qk\rangle,\\
W&=\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{p^\dagger q^\dagger s\,r\}.
\end{align}
$F$ carries the mean field of the current determinant, and $W$ is the fluctuation about it. Both have zero expectation value in $|0\rangle$. The elements $f_{ai}$ vanish for Hartree--Fock orbitals but not in general.

\subsection*{(b) Expand $L$ completely. Which terms survive if $W$, $T$ and $\Lambda$ are counted as first order and the Lagrangian is kept through second order? What becomes of $f_{ai}$?}

\textit{Solution.} The function $e^{-uT}He^{uT}$ has the derivative $e^{-uT}[H,T]e^{uT}$. Its Taylor series in $u$, taken at $u=1$, is
\begin{equation}
e^{-T}He^{T}=H+[H,T]+\tfrac12[[H,T],T]+\tfrac16[[[H,T],T],T]+\dots
\end{equation}
Let the rank of an operator be the number by which it raises the count of electrons in empty orbitals. Ranks add in products, and only a total rank of zero gives a nonzero expectation value in $|0\rangle$. $T$ has rank $2$ and $\Lambda$ has rank $-2$. The parts of $F$ have ranks $-1,0,1$, and those of $W$ have ranks from $-2$ to $2$.

In the part of $L$ without $\Lambda$, the first term gives $E_{\rm ref}$. The single commutator needs rank $-2$ from $H$, which $W$ alone supplies. Since $\langle0|T=0$, it gives $\langle WT\rangle$. The double commutator would need rank $-4$, and no part of $H$ has it.

In the part with $\Lambda$, the operator to its right must have rank $2$. Without a commutator this selects the rank-$2$ part of $W$. One commutator selects rank $0$, found in both $F$ and $W$. Two commutators select rank $-2$, found in $W$ alone. Three would need rank $-4$. Thus, with no approximation,
\begin{align}
L={}&E_{\rm ref}+\langle WT\rangle+\langle\Lambda W\rangle+\langle\Lambda[F,T]\rangle\nonumber\\
&+\langle\Lambda[W,T]\rangle+\tfrac12\langle\Lambda[[W,T],T]\rangle .
\label{eq:full}
\end{align}
The parts of $F$ with ranks $\pm1$, which hold $f_{ai}$, are not selected anywhere. At fixed amplitudes $f_{ai}$ therefore drops out of $L$.

With $F$ of order zero, the first line after $E_{\rm ref}$ is of second order, and the two terms of the second line are of third and fourth order. The truncated Lagrangian is
\begin{equation}
L_2=E_{\rm ref}+\langle WT\rangle+\langle\Lambda(W+[F,T])\rangle .
\label{eq:L2}
\end{equation}
The counting is consistent: $W$ is the source that makes the amplitudes nonzero, so they start at first order. Differentiating $L_2$ with respect to an amplitude removes one order and leaves first-order equations. This is the sense in which the truncation is first order; the energy is of second order. $E_{\rm ref}$ is kept whole, and the division into $E_{\rm ref}$, $F$ and $W$ is made afresh for every set of orbitals.

The expansion (\ref{eq:full}) was tested with many-electron matrices, random $T$ and $\Lambda$, and orbitals with $f_{ai}\neq0$. The coefficient of each order agreed, and removing $f_{ai}$ from $H$ left $L$ unchanged.

\subsection*{(c) Find the equations that make $L_2$ stationary in $\lambda$ and in $t$. How are the two sets of amplitudes related?}

\textit{Solution.} The part of $W$ that contributes to $\langle WT\rangle$ is $\tfrac14\sum\langle ij\|ab\rangle\, i^\dagger j^\dagger b\,a$. The overlap with an excitation in $T$ is
\begin{equation}
\langle i^\dagger j^\dagger b\,a\;c^\dagger d^\dagger l\,k\rangle
=(\delta_{ik}\delta_{jl}-\delta_{il}\delta_{jk})(\delta_{ac}\delta_{bd}-\delta_{ad}\delta_{bc}).
\end{equation}
Its four terms contribute equally, so the prefactor is $\tfrac14\cdot\tfrac14\cdot4=\tfrac14$:
\begin{equation}
\langle WT\rangle=\tfrac14\sum_{ijab}\langle ij\|ab\rangle t_{ij}^{ab},\qquad
\langle\Lambda W\rangle=\tfrac14\sum_{ijab}\lambda_{ij}^{ab}\langle ij\|ab\rangle .
\end{equation}
For $[F,T]$ one needs $[p^\dagger q,a^\dagger]=\delta_{qa}p^\dagger$ and $[p^\dagger q,i]=-\delta_{pi}q$. The constants that separate $\{p^\dagger q\}$ from $p^\dagger q$ commute with $T$. The rank-$0$ part of $F$ thus replaces $a^\dagger$ by $\sum_cf_{ca}c^\dagger$ and $i$ by $-\sum_lf_{il}l$, one operator at a time. After relabelling, the rank-$2$ part of $[F,T]$, the only part that enters $L_2$, has the form of $T$ with $t$ replaced by
\begin{equation}
(At)_{ij}^{ab}=\sum_c\left(f_{ac}t_{ij}^{cb}+f_{bc}t_{ij}^{ac}\right)
-\sum_k\left(f_{ki}t_{kj}^{ab}+f_{kj}t_{ik}^{ab}\right).
\label{eq:A}
\end{equation}
Now keep one amplitude for each $i<j$, $a<b$, and write $u\cdot v$ for the sum over these independent doubles, which equals $\tfrac14\sum_{ijab}u_{ij}^{ab}v_{ij}^{ab}$. With $w_{ij}^{ab}=\langle ij\|ab\rangle$,
\begin{equation}
L_2=E_{\rm ref}+w\cdot t+\lambda\cdot w+\lambda\cdot At .
\end{equation}
The derivatives with respect to $\lambda$ and $t$ give
\begin{equation}
At+w=0,\qquad A^{\mathsf T}\lambda+w=0 .
\label{eq:stat}
\end{equation}
The matrix $A$ is symmetric. In $u\cdot At$ the first term of (\ref{eq:A}) gives $\tfrac14\sum u_{ij}^{ab}f_{ac}t_{ij}^{cb}$. Exchanging the names $a$ and $c$ and using $f_{ca}=f_{ac}$ turns it into $\tfrac14\sum t_{ij}^{ab}f_{ac}u_{ij}^{cb}$, the corresponding term of $t\cdot Au$. The other three terms behave in the same way. If $A$ is nonsingular, both equations in (\ref{eq:stat}) have the same unique solution, so
\begin{equation}
\lambda_{ij}^{ab}=t_{ij}^{ab},\qquad\text{that is,}\qquad \Lambda=T^\dagger .
\end{equation}
The relation is thus a consequence of stationarity and of the symmetry of $f$, not an extra assumption.

Rotations within the occupied set and within the empty set can make $f_{ij}$ and $f_{ab}$ diagonal, with eigenvalues $\varepsilon_i$ and $\varepsilon_a$. Then $A$ is diagonal with elements $\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$, and
\begin{equation}
t_{ij}^{ab}=\frac{\langle ij\|ab\rangle}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.
\label{eq:t}
\end{equation}
These are the MP2 doubles amplitudes, here for orbitals that may still have $f_{ai}\neq0$.

\subsection*{(d) Insert the relation found in (c) into $L_2$. Is this allowed before the variation? What kind of stationary point results, and is the energy an upper bound?}

\textit{Solution.} With $\Lambda=T^\dagger$ the functional is
\begin{equation}
J[t]=E_{\rm ref}+2\,w\cdot t+t\cdot At .
\label{eq:J}
\end{equation}
In operator form the last term is $\langle T^\dagger[F,T]\rangle=\langle T^\dagger FT\rangle-\langle T^\dagger TF\rangle$. The state $F|0\rangle$ contains single excitations, which $T^\dagger T$ cannot bring back to $|0\rangle$, so the second piece vanishes. Hence
\begin{equation}
J=E_{\rm ref}+\langle WT\rangle+\langle T^\dagger W\rangle+\langle T^\dagger FT\rangle ,
\end{equation}
which is the Hylleraas functional of second-order perturbation theory for a first-order function made of double excitations. For Hartree--Fock orbitals this is the whole second-order functional. For $f_{ai}\neq0$, a series that counts $f_{ai}$ as part of the perturbation has in addition a term from single excitations, which $J$ does not contain.

Inserting a relation before varying can in general create new stationary points, because it demands only that the sum of the two derivatives vanish. Here the derivatives of $L_2$ with respect to $\lambda$ and $t$, taken at $\lambda=t$, are both $w+At$. Their sum, the derivative $2(w+At)$ of $J$, vanishes when each of them does, and at no other point.

For a displacement $d$ from the solution $t$,
\begin{equation}
J[t+d]-J[t]=2\,d\cdot(w+At)+d\cdot Ad=d\cdot Ad .
\end{equation}
If $A$ is positive definite the solution is a minimum, and an amplitude error $d$ raises the energy in second order. $L_2$ with independent $\lambda$ has a saddle at the same point: displacements $d$ of $t$ and $e$ of $\lambda$ change it by $e\cdot Ad$, which is positive for $e=d$ and negative for $e=-d$.

At the solution $t\cdot At=-w\cdot t$, and therefore
\begin{equation}
J=E_{\rm ref}+w\cdot t=E_{\rm ref}-w\cdot A^{-1}w .
\label{eq:relaxed}
\end{equation}
Half of the energy gained from the coupling, $2w\cdot t$, is spent on promoting electrons.

The minimum property does not make $J$ an upper bound to the lowest eigenvalue of $H$. An upper bound would be the expectation value in the state $(1+T)|0\rangle$,
\begin{equation}
\frac{\langle(1+T^\dagger)H(1+T)\rangle}{1+t\cdot t}
=E_{\rm ref}+\frac{2\,w\cdot t+t\cdot At+\langle T^\dagger WT\rangle}{1+t\cdot t}.
\end{equation}
$J$ lacks both $\langle T^\dagger WT\rangle$ and the normalization.

\subsection*{(e) At which order in $W$ does the relation between $\Lambda$ and $T$ fail in full CCD?}

\textit{Solution.} Scale $W$ to $sW$ at fixed orbitals. Let $|D\rangle=\tau_D|0\rangle$ be the doubly excited determinants, and define
\begin{equation}
B_{DE}=\langle D|[W,\tau_E]|0\rangle,\qquad
q_D(t)=\tfrac12\langle D|[[W,T],T]|0\rangle .
\end{equation}
The derivatives of (\ref{eq:full}) with respect to $\lambda$ and $t$ give
\begin{align}
(A+sB)t+sw+s\,q(t)&=0,\\
(A+sB^{\mathsf T})\lambda+sw+s\,(\partial q/\partial t)^{\mathsf T}\lambda&=0 .
\end{align}
$B$ is symmetric too. Its first piece, $\langle D|W|E\rangle$, is an element of a real symmetric matrix. In the second piece, $\langle D|\tau_EW|0\rangle$, the operator $\tau_E^\dagger$ acting on $|D\rangle$ gives zero unless $E=D$. In that case the piece is $\langle W\rangle=0$. Subtracting the equations leaves
\begin{equation}
(A+sB)(\lambda-t)=s\left[q(t)-(\partial q/\partial t)^{\mathsf T}\lambda\right].
\end{equation}
The bracket is quadratic in the amplitudes, which are of order $s$, so $\lambda-t$ is of order $s^3$ or higher. In a numerical test with the model of part (i), halving a weak $W$ reduced the norm of $\lambda-t$ by a factor of $8.005$, so the third-order term is present there. It stems from the term quadratic in $T$, which the second-order Lagrangian does not contain.

\section{The orbitals and a worked example}

The orbitals are now varied. The labels are as before: $i,j,k$ occupied, $a,b,c$ empty, all orbitals real. $E_{\rm ref}$ is the energy of the determinant $|0\rangle$, $f_{pq}=h_{pq}+\sum_k\langle pk\|qk\rangle$ is its Fock matrix, and $W$ is the fluctuation operator. The dot product runs over independent doubles, $u\cdot v=\tfrac14\sum_{ijab}u_{ij}^{ab}v_{ij}^{ab}$, and $w_{ij}^{ab}=\langle ij\|ab\rangle$. The CCD Lagrangian kept through second order has $\Lambda=T^\dagger$ at its stationary point and becomes the Hylleraas functional $J=E_{\rm ref}+2w\cdot t+t\cdot At$. The symmetric matrix $A$ is built from $f_{ij}$ and $f_{ab}$, and the amplitudes obey $At=-w$.

Keeping the CCD Lagrangian through second order has given $\Lambda=T^\dagger$ at the stationary point and the Hylleraas functional $J$, whose amplitudes obey $At=-w$. It remains to make $J$ stationary in the orbitals as well and to apply the resulting equations to a four-site chain.
